# Hydrogenic ZORA Levels and the Exactness of Scaled ZORA Energies

## The symmetry that fixes the answer

A Coulomb potential $V=-Z/r$ contains no length. If all distances are divided by a positive number $s$, the potential is multiplied by $s$ and keeps its form. In the zeroth-order regular approximation (ZORA) the kinetic energy contains the factor $c^2/(2c^2-V)$, where $2c^2$ competes with $Z/r$. Replacing $2c^2$ by $s\cdot 2c^2$ in this denominator can therefore be undone by a dilation, at the price of multiplying the whole Hamiltonian by $s$. Every level is then multiplied by $s$.

The Dirac equation, written for its upper component, differs from ZORA by just such a replacement: $2c^2$ becomes $2c^2+E$, so that $s=1+E/(2c^2)$. A Dirac energy $E$ and its ZORA partner $\varepsilon$ must thus obey $E=s\,\varepsilon$. The rest of the text makes this argument precise and draws from it the result for scaled ZORA.

## Conventions and theorem

Hartree atomic units are used, and energies exclude the rest energy $c^2$. One electron moves in $V=-Z/r$, with a fixed point nucleus and $0<Z<c$. The Dirac equation for the two-component functions $\phi$ and $\chi$ is

$$V\phi+c\,\sigma\!\cdot\!p\,\chi=E\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=E\chi. \tag{1}$$

Bound Dirac levels are those with $-2c^2<E<0$. For $w>-2c^2$ define

$$H_w=V+\sigma\!\cdot\!p\,K_w\,\sigma\!\cdot\!p,\qquad K_w=\frac{c^2}{2c^2+w-V}. \tag{2}$$

The ZORA Hamiltonian is $H_0$, with spin-orbit coupling included. Its bound levels are the eigenvalues $\varepsilon<0$, with normalized eigenfunctions $\phi_0$. The scaled ZORA energy is

$$\varepsilon_{\rm sc}=\frac{\varepsilon}{1+N},\qquad N=\left\langle \sigma\!\cdot\!p\,\phi_0\left|\frac{c^2}{(2c^2-V)^2}\right|\sigma\!\cdot\!p\,\phi_0\right\rangle. \tag{3}$$

Here $N$ is the squared norm of the approximate lower component $c\,\sigma\!\cdot\!p\,\phi_0/(2c^2-V)$.

**Theorem.** Bound Dirac and bound ZORA levels correspond one to one, with the same angular quantum numbers and in the same order, and

$$\varepsilon=\frac{2c^2E}{2c^2+E},\qquad \varepsilon_{\rm sc}=E. \tag{4}$$

## Behaviour at the origin

The proofs need convergent integrals and vanishing boundary terms. Write $\phi=(P/r)\,\Omega_\kappa$, where $\Omega_\kappa$ is a spinor spherical harmonic with $\sigma\!\cdot\!L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and $\kappa=\pm1,\pm2,\dots$. With $\sigma_r=\sigma\!\cdot\!r/r$ and $\sigma\!\cdot\!p=-i\sigma_r(\partial_r-\sigma\!\cdot\!L/r)$,

$$\sigma\!\cdot\!p\,\frac{P}{r}\Omega_\kappa=-i\sigma_r\Omega_\kappa\left[\frac{P'}{r}-\frac{P}{r^2}+\frac{(\kappa+1)P}{r^2}\right]=-i\sigma_r\Omega_\kappa\,\frac1r\left(P'+\frac{\kappa}{r}P\right).$$

Since $\sigma_r\Omega_\kappa$ has the quantum number $-\kappa$ up to a phase, a second application of $\sigma\!\cdot\!p$ gives the radial equation

$$-\left(\frac{d}{dr}-\frac{\kappa}{r}\right)\left[K_w\left(P'+\frac{\kappa}{r}P\right)\right]+VP=fP, \tag{5}$$

where $f$ is the eigenvalue of $H_w$. Near the origin $K_w\to c^2r/Z$, whatever $w$ is. Inserting $P=r^a$ and collecting the terms in $r^{a-1}$ gives

$$-\frac{c^2}{Z}(a-\kappa)(a+\kappa)-Z=0\quad\Longrightarrow\quad a=\pm\gamma,\qquad \gamma=\sqrt{\kappa^2-Z^2/c^2}. \tag{6}$$

For $Z<c$, $\gamma$ is real and positive for every $\kappa$. The regular solution, $P\sim r^{\gamma}$, is chosen throughout. This choice has to be stated: when $\gamma<1/2$, which for $|\kappa|=1$ means $Z>\sqrt3\,c/2$, the other solution is also square-integrable at the origin.

For regular functions the integrand of $\langle V\rangle$ behaves as $r^{2\gamma-1}$ and that of $N$ as $r^2\,r^{2\gamma-2}=r^{2\gamma}$, so both integrals converge at the origin. The boundary term from an integration by parts, $P_1K_w(P_2'+\kappa P_2/r)$, behaves as $r^\gamma\cdot r\cdot r^{\gamma-1}=r^{2\gamma}$ and vanishes there. At large $r$, $K_w$ tends to a positive constant, and functions with $f<0$ decay exponentially.

## Three lemmas

**Lemma 1 (elimination).** A number $E$ in $-2c^2<E<0$ is a Dirac level if and only if it is an eigenvalue of $H_E$.

*Proof.* The second equation of (1) reads $(2c^2+E-V)\chi=c\,\sigma\!\cdot\!p\,\phi$. The bracket equals $2c^2+E+Z/r$, which is positive, so

$$\chi=\frac{c\,\sigma\!\cdot\!p\,\phi}{2c^2+E-V}.$$

Inserting this in the first equation gives $H_E\phi=E\phi$. Conversely, let $H_E\phi=E\phi$ and define $\chi$ by the same formula. Both equations (1) then hold. The norm of $\chi$ is an integral of the same type as $N$, with $2c^2+E$ in place of $2c^2$, and is finite. No solution is lost or gained. $\square$

The operator $H_E$ contains the energy that is sought. ZORA removes this difficulty by setting $w=0$ in place of $w=E$.

**Lemma 2 (dilation).** Let $s=1+w/(2c^2)>0$ and $(U_s\phi)(r)=s^{3/2}\phi(sr)$, with $r$ in the arguments standing for the position vector. Then $H_wU_s=s\,U_sH_0$. Each bound ZORA level $\varepsilon$ therefore belongs to a level of $H_w$,

$$f(w)=\varepsilon\left(1+\frac{w}{2c^2}\right),\qquad \phi_w=U_s\phi_0, \tag{7}$$

and every negative level of $H_w$ arises in this way.

*Proof.* The factor $s^{3/2}$ keeps the norm, so $U_s$ is unitary. By the chain rule $p\,U_s=s\,U_s\,p$. For a function $g(r)$ acting by multiplication, $g(r)\,U_s=U_s\,g(r/s)$. The two functions in $H_w$ become

$$V(r/s)=-\frac{sZ}{r}=sV(r),\qquad K_w(r/s)=\frac{c^2}{2c^2s+sZ/r}=\frac1s\,K_0(r),$$

where $2c^2+w=2c^2s$ was used. Hence

$$\sigma\!\cdot\!p\,K_w\,\sigma\!\cdot\!p\,U_s=s\,\sigma\!\cdot\!p\,K_wU_s\,\sigma\!\cdot\!p=s\cdot\frac1s\,\sigma\!\cdot\!p\,U_sK_0\,\sigma\!\cdot\!p=s\,U_s\,\sigma\!\cdot\!p\,K_0\,\sigma\!\cdot\!p .$$

Together with $VU_s=sU_sV$ this is the claim. A dilation leaves the angular part of $\phi_0$ and the power $r^\gamma$ unchanged. Since $U_s$ is invertible and $s>0$, no level is missed and the order is kept. $\square$

**Lemma 3 (slope).** The level $f(w)$ of Lemma 2 satisfies $f'(0)=-N$.

*Proof.* Take the inner product of $H_w\phi_w=f(w)\phi_w$ with $\phi_0$, and that of $H_0\phi_0=f(0)\phi_0$ with $\phi_w$. Move one factor $\sigma\!\cdot\!p$ to the left in each; the boundary terms vanish. On subtraction $V$ cancels:

$$[f(w)-f(0)]\,\langle\phi_0|\phi_w\rangle=\langle\sigma\!\cdot\!p\,\phi_0|\,K_w-K_0\,|\sigma\!\cdot\!p\,\phi_w\rangle .$$

The difference of the two fractions is

$$K_w-K_0=c^2\,\frac{(2c^2-V)-(2c^2+w-V)}{(2c^2+w-V)(2c^2-V)}=-\frac{w\,c^2}{(2c^2+w-V)(2c^2-V)} .$$

Divide by $w$ and let $w\to0$. Then $\phi_w=U_s\phi_0\to\phi_0$ and the overlap tends to 1. The integrand on the right is bounded, uniformly for small $w$, by a multiple of $r^{2\gamma}$ near the origin and by a decaying exponential far away, so the limit may be taken under the integral. The right side tends to $-N$. $\square$

## Proof of the theorem

By Lemma 1 a Dirac level solves $E=f(E)$ for one of the levels of $H_w$. With (7) this reads

$$E=\varepsilon\left(1+\frac{E}{2c^2}\right). \tag{8}$$

Dividing by the bracket, which is positive, gives $\varepsilon=2c^2E/(2c^2+E)$. Collecting the terms in $E$ instead gives

$$E=\frac{\varepsilon}{1-\varepsilon/(2c^2)}=\frac{2c^2\varepsilon}{2c^2-\varepsilon}. \tag{9}$$

For any $\varepsilon<0$ this number is negative, and

$$2c^2+E=\frac{2c^2(2c^2-\varepsilon)+2c^2\varepsilon}{2c^2-\varepsilon}=\frac{4c^4}{2c^2-\varepsilon}>0,$$

so it lies in the required interval. Each ZORA level thus gives one Dirac level, and each Dirac level comes from one ZORA level. Since $dE/d\varepsilon=4c^4/(2c^2-\varepsilon)^2>0$, the order is kept.

For the second claim, (7) gives $f'(0)=\varepsilon/(2c^2)$, and Lemma 3 gives $f'(0)=-N$. Therefore

$$N=-\frac{\varepsilon}{2c^2},\qquad \varepsilon_{\rm sc}=\frac{\varepsilon}{1+N}=\frac{\varepsilon}{1-\varepsilon/(2c^2)}=E, \tag{10}$$

where the last equality is (9). $\square$

## Remarks

**Remark 1 (why the scaling works).** The Dirac condition is $w-f(w)=0$. One Newton step from $w=0$ gives

$$w_1=0-\frac{0-f(0)}{1-f'(0)}=\frac{\varepsilon}{1+N},$$

which is the scaled ZORA energy. A Newton step is exact for a linear function, and the Coulomb dilation makes $f$ linear.

**Remark 2 (size of the ZORA error).** From (4),

$$\varepsilon-E=\frac{2c^2E-E(2c^2+E)}{2c^2+E}=-\frac{E^2}{2c^2+E}. \tag{11}$$

Unscaled ZORA places every hydrogenic level too deep. The error relative to $|E|$ is $|E|/(2c^2+E)$, so it is largest for the deepest level. For $Z\ll c$ the leading error is $-E^2/(2c^2)$, or $-Z^4/(8c^2)$ for 1s, where $E\approx-Z^2/2$. For 1s this equals the leading relativistic correction itself. For 2s the error is $-Z^4/(128c^2)$ and the correction $-5Z^4/(128c^2)$, so the error is one fifth of the correction.

**Remark 3 (the 1s level by hand).** For $\kappa=-1$ try $P=r^\gamma e^{-\lambda r}$. Then

$$K_0\left(P'-\frac Pr\right)=\frac{c^2(\gamma-1-\lambda r)}{2c^2r+Z}\,P .$$

If $\lambda=2c^2(1-\gamma)/Z$, the numerator is proportional to the denominator and the right side is $-\tfrac12\lambda P$. Equation (5) becomes

$$\frac\lambda2\left(P'+\frac Pr\right)-\frac ZrP=\left[\frac{\lambda(\gamma+1)}{2r}-\frac{\lambda^2}{2}-\frac Zr\right]P=\varepsilon P .$$

The terms in $1/r$ cancel, because $\lambda(1+\gamma)/2=c^2(1-\gamma^2)/Z=Z$. Using $Z^2=c^2(1-\gamma^2)$ once more,

$$\varepsilon=-\frac{\lambda^2}{2}=-2c^2\,\frac{1-\gamma}{1+\gamma}.$$

Equation (9) then gives $E=-c^2(1-\gamma)$, the Dirac ground-state energy. The integrand of $N$ is $[K_0(P'-P/r)]^2/c^2=\lambda^2P^2/(4c^2)$, so $N=\lambda^2/(4c^2)=-\varepsilon/(2c^2)$, as in (10). For small $Z/c$, $E\approx-Z^2/2-Z^4/(8c^2)$ while $\varepsilon\approx-Z^2/2-Z^4/(4c^2)$: to leading order ZORA doubles the relativistic correction to the 1s energy.

**Remark 4 (orbitals).** The theorem concerns energies. By (7) the normalized Dirac upper component is $s^{3/2}\phi_0(sr)$ with $s=1+E/(2c^2)<1$. The ZORA orbital is the more compact one, and its mean radius is $s$ times that of the Dirac upper component.

**Remark 5 (a constant in the potential).** Add a constant $\Delta<2c^2$ to $V$. The new operator is $\Delta+H_{w-\Delta}$, so its level is $\Delta+\varepsilon[1+(w-\Delta)/(2c^2)]$. At $w=0$ the ZORA level has moved by $\Delta[1-\varepsilon/(2c^2)]$ instead of $\Delta$. The slope, and with it $N$, is unchanged. Dividing by $1+N=1-\varepsilon/(2c^2)$ gives $E+\Delta$, so the scaled energy moves by the correct amount.

**Remark 6 (where the theorem stops).** For $V=-Ze^{-\mu r}/r$ the dilation gives $V(r/s)=-sZe^{-\mu r/s}/r$, which is $s$ times a potential with a different screening constant, $\mu/s$. The function $f$ then need not be linear, and the proof of (4) breaks down. The same holds for an extended nucleus, which also brings in a length. The argument of Lemma 3 survives if $\phi_w$ tends smoothly to $\phi_0$, so scaled ZORA remains a Newton step, now an approximate one. Scalar ZORA drops the spin-orbit term: $\sigma\!\cdot\!p\,K_0\,\sigma\!\cdot\!p=p\!\cdot\!K_0\,p+(K_0'/r)\,\sigma\!\cdot\!L$, and only the first part is kept. For s levels $\sigma\!\cdot\!L=0$, nothing is lost, and the theorem holds unchanged. For $l>0$ the theorem does not apply: scalar ZORA has a single 2p level, which cannot equal two different Dirac energies.

## Example: the one-electron ion with Z = 80

Here $2c^2=37557.73$ hartree. The model omits nuclear size and motion and radiative corrections; the digits below serve to compare equations, not to predict a measurement. An accompanying program diagonalizes the radial ZORA problem and tests both equalities for five levels at $Z=20$, 50 and 80.

For 1s the Dirac energy is $E=-3532.192$ hartree, so $s=1-3532.192/37557.73=0.905953$ and

$$\varepsilon=\frac{E}{s}=\frac{-3532.192}{0.905953}=-3898.87\ \text{hartree},$$

in agreement with the diagonalization. In electronvolts the two levels are $-96116$ and $-106094$. ZORA is too deep by 366.7 hartree, about 10% of $|E|$. The norm term found by quadrature is $N=0.103810$, equal to $3898.87/37557.73$, and $-3898.87/1.103810=-3532.19$ hartree restores the Dirac value.

The mean radius is 0.01640 bohr for the Dirac upper component and 0.01486 bohr for the ZORA orbital, a ratio of 0.906, as Remark 4 requires. The overlap of the two orbitals is 0.9968.

For the 2p pair, write $\varepsilon=2c^2-4c^4/(2c^2+E)$. Subtracting the two levels gives

$$\varepsilon_{3/2}-\varepsilon_{1/2}=\frac{E_{3/2}-E_{1/2}}{s_{1/2}\,s_{3/2}}=\frac{87.040}{0.975908\times0.978225}=91.174\ \text{hartree}.$$

ZORA thus overestimates this splitting by 4.7% of the Dirac value, and scaling restores 87.040 hartree. The levels 2s$_{1/2}$ and 2p$_{1/2}$, equal in the Dirac theory, are also equal in ZORA, because $\varepsilon$ depends on the state through $E$ alone.

Adding 100 hartree to the potential moves the 1s ZORA level by 110.381 hartree, which is $100\,(1+N)$, and the scaled level by 100.000 hartree.

With screening, $\mu=5$ per bohr, the 1s Dirac energy is $-3148.018$ hartree. ZORA gives $-3473.381$, whereas the Coulomb relation would give $-3436.019$, so the first equality fails by 37 hartree. Scaled ZORA gives $-3147.912$, which lies 0.107 hartree above the Dirac value: the second equality fails too, though by far less than the unscaled error of 325 hartree. The numerical slope $f'(0)=-0.103392$ still equals $-N$ to the digits shown.

## Table of computed values

```
speed of light c = 137.035999 a.u.;  2c^2 = 37557.7301 hartree
Z = 80, energies in hartree, N dimensionless
level   E(Dirac)      eps(ZORA)     N          scaled ZORA
1s1/2   -3532.19209   -3898.86906  0.1038100   -3532.19209
2s1/2    -904.84778    -927.18571  0.0246869    -904.84778
2p1/2    -904.84778    -927.18571  0.0246869    -904.84778
2p3/2    -817.80750    -836.01137  0.0222594    -817.80750
3d3/2    -366.14271    -369.74730  0.0098448    -366.14271
1s ZORA from 2c^2E/(2c^2+E): -3898.86906 hartree
1s ZORA minus Dirac: -366.67696 hartree
1s nonrelativistic energy -Z^2/2: -3200.0 hartree
1s Dirac: -96115.8 eV; ZORA: -106093.6 eV; scaled: -96115.8 eV
1s dilation factor s = 1+E/(2c^2): 0.905953
1s mean radius, ZORA: 0.0148566 bohr
1s mean radius, Dirac upper component: 0.0163988 bohr
1s overlap of ZORA and Dirac upper orbitals: 0.996807
2p splitting, Dirac: 87.04029 hartree
2p splitting, ZORA: 91.17434 hartree
2p splitting, scaled ZORA: 87.04029 hartree
Z = 20 1s: Dirac -201.07652, ZORA -202.15884, scaled -201.07652 hartree
Z = 50 1s: Dirac -1294.62615, ZORA -1340.84549, scaled -1294.62615 hartree
constant added to V: 100.0 hartree
  1s ZORA level moves by 110.38100 hartree
  1s scaled ZORA moves by 100.00000 hartree
screened potential, Z = 80, mu = 5.0 per bohr, 1s, hartree:
  Dirac -3148.01827
  ZORA -3473.38100
  Coulomb relation would give -3436.01891
  scaled ZORA -3147.91163
  scaled ZORA minus Dirac 0.10664
  N = 0.1033922; slope f'(0) = -0.1033922 (dimensionless)
```
